\section*{Defect Levels and Band Edges in Semilocal and Hybrid Functionals}

\section{What happens, and how large it is}

A deep-defect level is a difference between total energies of two charge states. If the electron or hole involved is compact, replacing part of the semilocal exchange by Fock exchange often changes both energies by similar amounts, and the level then moves much less than the valence edge on an electrostatic scale. The valence-band edge belongs to an extended state. It lacks the self-term that produces this cancellation, and it moves down. When the level is nearly fixed, the height of the defect above its own valence edge grows by almost the whole displacement of the edge.

In the example worked out below, a silicon dangling bond in a model insulator, going from PBE to PBE0 moves the level by $-0.12$ eV and the valence edge by $-1.64$ eV, both measured from vacuum. The height above the edge changes from $1.15$ to $2.67$ eV. The near agreement of the levels is an approximate cancellation, not a theorem, and it does not prove that either level is right.

\section{The level and its zero of energy}

Consider the donor level $(+/0)$. Let $E(N)$ be the energy of the neutral defect cell and $E(N-1)$ that of the positive one, with finite-size corrections included. The two charge states are in equilibrium when an electron taken from a reservoir at energy $\varepsilon$ costs nothing:
\begin{equation}
E(N-1)+\varepsilon=E(N)
\quad\Rightarrow\quad
\varepsilon=E(N)-E(N-1).
\label{eq:level}
\end{equation}
Both energies are taken here at the neutral geometry, so $\varepsilon$ is a vertical level. Relaxation is treated later.

The zero matters because one of the cells is charged. Add a constant $c$ to the potential energy of every electron, and correspondingly $-c$ per unit of nuclear charge. The neutral energy is unchanged, the energy of the positive cell changes by $-c$, and $\varepsilon$ changes by $+c$. A level thus needs a reference: vacuum for a finite system, or the mean electrostatic potential $\bar V$ of bulk-like material in a supercell. The height above the valence edge $E_v$ is
\begin{equation}
h=(\varepsilon-\bar V)-(E_v-\bar V).
\label{eq:height}
\end{equation}
The reference cancels in $h$, but both brackets depend on the functional. The question is why the second changes much more than the first.

\section{How exchange mixing moves a level}

Write the energy of a hybrid with Fock fraction $a$ as
\begin{equation}
E_a[\gamma]=E_{\rm sl}[\gamma]+aX[\gamma],\qquad
X=E_x^{\rm F}-E_x^{\rm sl},
\end{equation}
where $\gamma$ is the one-electron density matrix, F denotes Fock and sl semilocal exchange. PBE has $a=0$ and PBE0 has $a=1/4$; the correlation functional is the same. At fixed geometry and basis, the energy at the self-consistent $\gamma_a$ obeys
\begin{equation}
\frac{dE_a}{da}=X[\gamma_a]
+\int\frac{\delta E_a}{\delta\gamma}\,\frac{d\gamma_a}{da}
=X[\gamma_a].
\end{equation}
The integral vanishes because the energy is stationary under every change of the orbitals that keeps them orthonormal. Applying this to both charge states gives
\begin{equation}
\frac{d\varepsilon}{da}=X_a(N)-X_a(N-1),\qquad
\Delta\varepsilon=\int_0^{1/4}\!\left[X_a(N)-X_a(N-1)\right]da .
\label{eq:rate}
\end{equation}
The size of the exchange error in one charge state is therefore irrelevant to the shift. What counts is how much that difference changes when one electron leaves.

\subsection{One electron leaves a frozen orbital}

Remove a fraction $f$ of an electron of spin $\sigma$ from a real, normalized orbital $\phi$, leaving the other orbitals unchanged. With $w=e^2/(4\pi\epsilon_0|\mathbf r-\mathbf r'|)$, the Fock energy of that spin is
\begin{align}
E_x^{\rm F}(f)
&=-\frac12\iint w\,[\gamma_\sigma(\mathbf r,\mathbf r')
-f\phi(\mathbf r)\phi(\mathbf r')]^2\nonumber\\
&=E_x^{\rm F}(0)+f\iint w\,\gamma_\sigma\phi\phi'
-\frac{f^2}{2}J,\\
J&=\iint w\,\phi^2(\mathbf r)\phi^2(\mathbf r').
\end{align}
The Fock potential has the expectation value $\langle v_x^{\rm F}\rangle=-\iint w\,\gamma_\sigma\phi\phi'$, so the linear term is $-f\langle v_x^{\rm F}\rangle$. Setting $f=1$,
\begin{equation}
E_x^{\rm F}(0)-E_x^{\rm F}(1)=\langle v_x^{\rm F}\rangle+\frac J2 .
\end{equation}
For semilocal exchange define $S$ as everything beyond the linear term,
\begin{equation}
E_x^{\rm sl}(0)-E_x^{\rm sl}(1)=\langle v_x^{\rm sl}\rangle+S .
\end{equation}
Subtracting the two lines gives
\begin{equation}
X(N)-X(N-1)=L+R,\quad
L=\langle v_x^{\rm F}-v_x^{\rm sl}\rangle,\quad
R=\frac J2-S .
\label{eq:LR}
\end{equation}
$L$ is the difference of exchange potentials felt by the orbital. It is negative for the occupied orbitals studied here. $R$ is the self-term that appears because a whole electron, not an infinitesimal part of one, is removed.

\subsection{Why the terms cancel for a compact state}

Semilocal exchange energies are fairly good for compact densities holding whole electrons. When $X$ is also similar before and after removal, $R\approx-L$. The potentials may still differ by several eV, because a potential is a slope of the energy with respect to occupation, and two curves that nearly meet at whole numbers can have different slopes there.

The H$_2$ molecule shows this explicitly. Both Fock and PBE exchange are sums of separate contributions from the two spins. In the neutral molecule these are equal. Removing the single electron of one spin, with the other orbital frozen, halves each exchange energy, so
\begin{equation}
L+R=X(N)-\tfrac12X(N)=\tfrac12X(N).
\end{equation}
With PBE orbitals in the 6-31G basis, $L=-6.60$ eV and $R=6.49$ eV. Their sum is $-0.11$ eV, so $X(N)=-0.22$ eV. The Fock exchange energy is $-J=-17.8$ eV, since each spin contributes $-J/2$. The semilocal exchange energy thus differs from it by only $1.2\%$ of the Fock value, while the exchange potentials differ by $6.6$ eV.

\subsection{Why the cancellation is lost for an extended state}

Let the hole be shared equally by $M$ similar units with little overlap. Its density is $M^{-1}\sum_i\chi_i^2$, where $\chi_i$ is the orbital on unit $i$. Treating different units as point charges,
\begin{align}
J_M&=\frac1{M^2}\sum_{i,j}\iint w\,\chi_i^2(\mathbf r)\chi_j^2(\mathbf r')\nonumber\\
&\simeq\frac1M\left[J_1+\sum_{j\ne0}
\frac{e^2}{4\pi\epsilon_0R_j}\right].
\label{eq:spread}
\end{align}
One factor $1/M$ has cancelled against the $M$ equivalent choices of $i$; $R_j$ is the distance from one unit to another. On a ring the sum grows as $\ln M$, so $J_M$ falls as $\ln M/M$. In three dimensions a charge spread through a region of width $\ell$ has a self-energy of order $1/\ell$, which also vanishes. The semilocal remainder $S$ is, to second order in the removed density, a sum of $M$ local terms of order $1/M^2$, and falls as $1/M$.

Hence $R\to0$ while $L$ remains. Each unit loses only $1/M$ of an electron, so the extended hole samples the slope of $X$ and never reaches the next whole number, where the compact state recovers its cancellation. In the same limit the removal level becomes the eigenvalue of the band edge, whose shift is approximately $aL$ if the other orbitals respond little.

\section{A dangling bond in a model host}

The host is a ring of six H$_2$ molecules with neighbouring centres $0.28$ nm apart, bonds of $0.074$ nm and molecular axes perpendicular to the ring. The molecular orbitals overlap and form a small valence band. Its highest eigenvalue in the neutral ring stands in for the band edge. The defect is a silyl radical, SiH$_3$, with Si--H bonds of $0.148$ nm. Its silicon atom lies on the ring axis, $0.20$ nm above the ring plane, with the dangling bond pointing into the ring. All geometries are held fixed between functionals. The energies come from self-consistent, spin-unrestricted PBE and PBE0 calculations in the 6-31G basis.

\begin{center}
\begin{tabular}{lrrr}
Energy (eV) & PBE & PBE0 & shift\\
\hline
Total-energy level & $-8.62$ & $-8.75$ & $-0.12$\\
Host valence edge & $-9.78$ & $-11.42$ & $-1.64$\\
Height above edge & $1.15$ & $2.67$ & $+1.52$\\
Filled defect eigenvalue & $-5.13$ & $-6.27$ & $-1.14$\\
Emptied defect eigenvalue & $-11.88$ & $-11.02$ & $+0.86$
\end{tabular}
\end{center}

The height follows by subtraction. Its change is $-0.12-(-1.64)=+1.52$ eV, nearly all of it due to the edge.

The integral in Eq.~(\ref{eq:rate}) accounts for the small shift of the level. The relaxed difference $X(N)-X(N-1)$ is $-0.563$ eV in PBE and $-0.438$ eV in PBE0. Taking it as linear in $a$ between these ends gives
\begin{equation}
\Delta\varepsilon\simeq\frac14\,
\frac{-0.563-0.438}{2}\ {\rm eV}=-0.125\ {\rm eV},
\end{equation}
against $-0.123$ eV from the total energies. With the PBE orbitals frozen, $L=-4.31$ eV and $R=4.22$ eV, leaving $-0.09$ eV. The further change to $-0.56$ eV comes from the response of the remaining orbitals to the missing electron.

\subsection{Do not use the defect eigenvalue}

The agreement does not extend to the Kohn--Sham eigenvalue of the defect. For a fractional occupation $n$ of the defect orbital, stationarity of the energy gives $dE/dn=\epsilon(n)$, and therefore
\begin{equation}
\varepsilon=\int_0^1\epsilon(n)\,dn
\simeq\frac{\epsilon(0)+\epsilon(1)}2 ,
\end{equation}
where the last form assumes a linear eigenvalue. The means are $-8.50$ eV in PBE and $-8.65$ eV in PBE0, both about $0.1$ eV above the total-energy levels.

The opposite motion of the two eigenvalues follows from Eq.~(\ref{eq:LR}). If $X$ is quadratic in $f$, then $X(f)=X(0)-Lf-Rf^2$. Mixing shifts the eigenvalue by $-a\,dX/df=a(L+2Rf)$, apart from orbital response. For the filled orbital, $f=0$ and the estimate is $-4.31/4=-1.08$ eV. For the emptied orbital, $f=1$ and it is $(-4.31+8.44)/4=+1.03$ eV. The self-consistent shifts, $-1.14$ and $+0.86$ eV, have these signs and similar sizes. Fock exchange mainly flattens the eigenvalue as a function of occupation and leaves its average nearly in place.

\subsection{From a compact hole to an extended one}

Rings of different size, without the defect, show the loss of cancellation. Here $J$, $L$ and $R$ refer to the frozen highest PBE orbital, and $\Delta\varepsilon$ is the self-consistent shift of the total-energy removal level from PBE to PBE0.

\begin{center}
\begin{tabular}{rrrrr}
$M$ & $J$ (eV) & $L$ (eV) & $R$ (eV) & $\Delta\varepsilon$ (eV)\\
\hline
1 & 17.8 & $-6.60$ & 6.49 & $-0.04$\\
2 & 11.6 & $-6.54$ & 4.84 & $-0.47$\\
6 & 6.2 & $-6.48$ & 2.79 & $-0.96$
\end{tabular}
\end{center}

$L$ is almost constant, while $R$ shrinks. For $M=6$, the other molecules lie at $0.280$ nm (two), $0.485$ nm (two) and $0.560$ nm (one). With $e^2/(4\pi\epsilon_0)=1.44$ eV\,nm, Eq.~(\ref{eq:spread}) gives
\begin{equation}
J_6\simeq\frac16\left[17.8+1.44\left(
\frac2{0.280}+\frac2{0.485}+\frac1{0.560}\right)\right]
\simeq6.1\ {\rm eV},
\end{equation}
close to the orbital value of $6.2$ eV. For $M=1000$ the same law gives $0.09$ eV.

Six units are still far from the extended limit: the removal level has moved by $0.96$ eV, or $59\%$ of the edge eigenvalue's $1.64$ eV. The eigenvalue shift is close to $L/4=-1.62$ eV, as expected when $R$ is absent. A total-energy difference for a hole in a small finite cluster is therefore a poor substitute for the band edge.

\section{Is the electrostatic reference itself common?}

Vacuum is common to all the finite calculations above. In a bulk supercell the mean potential takes its place, and it depends on the functional through the density. To estimate this, consider a cubic lattice of neutral units without dipoles, one per volume $\Omega$. At small wavevector $k$, the direction-averaged charge density of a unit is $\rho(k)\simeq-(k^2/6)\int\rho r^2d^3r$, because its charge and dipole vanish. Poisson's equation, $\varphi(k)=\rho(k)/(\epsilon_0k^2)$, then gives the mean potential relative to vacuum, averaged over directions,
\begin{equation}
\bar\varphi=-\frac1{6\epsilon_0\Omega}\int\rho r^2d^3r .
\end{equation}
For electrons $\rho=-en$, and their potential energy is $-e\bar\varphi$. The nuclear part is the same in both functionals, so
\begin{equation}
\Delta\bar V=-\frac{2\pi}{3\Omega}\,
\frac{e^2}{4\pi\epsilon_0}\,\Delta\langle r^2\rangle ,
\end{equation}
where $\langle r^2\rangle$ is summed over the electrons of one unit.

For H$_2$ in the 6-31G basis, PBE0 increases $\langle r^2\rangle$ by $4.1\times10^{-5}$ nm$^2$. With $\Omega=(0.28\ {\rm nm})^3=0.0220$ nm$^3$,
\begin{equation}
\Delta\bar V=-2.09\times1.44\times
\frac{4.1\times10^{-5}}{0.0220}\ {\rm eV}
\simeq-0.006\ {\rm eV}.
\end{equation}
The sign of so small a change depends on the basis. In the larger aug-cc-pVTZ basis, which describes the outer part of the density better, PBE0 decreases $\langle r^2\rangle$ by $1.8\times10^{-4}$ nm$^2$, and $\Delta\bar V$ becomes $+0.025$ eV. For aligned molecules the value also depends on the surface: in the larger basis it is $+0.017$ eV for a surface parallel to the molecular axes and $+0.042$ eV for one perpendicular to them. All these values are small beside the edge shift of $-1.64$ eV, so choosing the mean potential instead of vacuum would hardly alter the comparison for this lattice. A host whose density changes more needs its own estimate. With pseudopotentials, the convention for the mean potential must also match, since a changed convention can move the reference without any physical change.

\section{When the agreement fails}

The hole must be compact in both functionals. In the example, a Mulliken analysis places $0.88$ of the lost electron on silyl in PBE and $0.91$ in PBE0. If the semilocal valence edge lies above the true defect level, the hole can enter the host band. The calculation then describes a band hole near a defect, and its shift tends towards that of the edge. Part of the hole can leak even when the edge lies below the level. Since $dE/dn=\epsilon(n)$, moving a small fraction of the hole into the host lowers the energy whenever the host edge, shifted by the field of the charged defect, lies above the emptied defect eigenvalue. The example meets this condition in PBE for remote host material: the emptied eigenvalue, $-11.88$ eV, lies $2.1$ eV below the edge of an unperturbed ring, and moving $0.15$ of the hole to a second, distant ring lowers the PBE energy by $0.19$ eV while raising the PBE0 energy by $0.15$ eV. The PBE hole stays on silyl here because the only host present lies close to the cation, whose field pushes all occupied levels below $-14$ eV. In a larger host the localization must be checked again. Shallow defects, whose wave functions cover many cells, likewise tend to follow the band edge from which their states derive.

The host also affects compact levels. Isolated silyl shifts by $-0.06$ eV, half the shift inside the ring. Incomplete localization and the response of the ring are plausible causes, but the calculation does not separate them.

Equation~(\ref{eq:rate}) applies to an acceptor level $(0/-)$ after replacing $N$ by $N+1$ and $N-1$ by $N$. Whether the difference is small must be established for the added electron, which may be more diffuse. For a screened hybrid, which mixes in Fock exchange only at short range, $X$ becomes the corresponding short-range exchange difference at a fixed screening length.

Agreement is not accuracy. PBE and PBE0 share their correlation functional and three quarters of their semilocal exchange, so an error common to both is invisible in their difference. The basis is also limited. With 6-311G** and a finer integration grid, the isolated silyl shift changes from $-0.06$ to $-0.05$ eV, and the H$_2$ eigenvalue shift from $-1.67$ to $-1.63$ eV. For the defect in the ring, 6-31G** raises the level and the edge by $0.06$--$0.09$ eV and gives a level shift of $-0.11$ eV, an edge shift of $-1.65$ eV and heights of $1.13$ and $2.66$ eV. The contrast survives, but this does not establish basis-set convergence of the absolute levels.

\section{What this means for a memory trap}

A silicon dangling bond is one candidate for the charge trap in silicon nitride memory. There the silicon is bonded to three nitrogen atoms, not hydrogen, and the valence edge has mainly nitrogen character. The H$_2$ ring reproduces neither the bonding nor the band structure of nitride, whose gap is roughly $5$ eV. Its edge shift and trap height must not be transferred to a device. Nor can the small level shift be taken for granted when silicon has electronegative neighbours: an isolated SiF$_3$ radical, with fixed Si--F bonds of $0.157$ nm and the 6-31G basis, shifts from PBE to PBE0 by $-0.45$ eV at an F--Si--F angle of $112^\circ$ and by $-0.50$ eV at $108^\circ$; with d functions (6-31G*) the latter becomes $-0.39$ eV. The assumption of fixed atoms also fails: flattening the isolated silyl cation at fixed bond length lowers its energy by $0.70$ eV in PBE and $0.73$ eV in PBE0. By Eq.~(\ref{eq:level}) this raises the relaxed level by the same amounts, a large absolute effect but only a $0.03$ eV difference between functionals. Variation among sites in an amorphous film is not estimated.

Charge corrections can exceed the level shift. For a cubic cell of edge $\ell=1.5$ nm and a rough optical relative permittivity $\epsilon_r=4$, the leading point-charge correction is
\begin{equation}
\frac{2.837}{2\epsilon_r\ell}\,\frac{e^2}{4\pi\epsilon_0}
=\frac{2.837\times1.44}{2\times4\times1.5}\ {\rm eV}
=0.34\ {\rm eV}.
\end{equation}
Omitting it in one calculation would hide the agreement. Functionals may also screen differently. For a charge in a spherical cavity of radius $0.25$ nm, raising $\epsilon_r$ from $4.0$ to $4.4$ lowers the cation energy, and so raises the level, by
\begin{equation}
\frac{1.44}{2\times0.25}\left(\frac1{4.0}-\frac1{4.4}\right){\rm eV}
=0.07\ {\rm eV}.
\end{equation}

The choice of edge has a much larger effect on predicted retention. Thermal hole emission has a time proportional to $\exp(h/k_BT)$ if its prefactor is fixed and tunnelling is absent. At $358$ K, $k_BT=0.0309$ eV, and the model's change in $h$ alters this time by $1.52/(2.303\times0.0309)\simeq21$ decades. This measures sensitivity; it is not a retention forecast. Fields add another correction for electron emission from the neutral trap, which leaves a positive centre: at $2$ MV/cm and $\epsilon_r=4$, Poole--Frenkel lowering is $2\sqrt{1.44\times0.2/4}=0.54$ eV. It does not apply to hole emission from the positive trap, which leaves a neutral centre.

\section{What to do}

For a compact defect whose level depends little on the functional, the two parts of Eq.~(\ref{eq:height}) can be computed separately:
\begin{enumerate}
\item Calculate the defect level in a large supercell with a semilocal functional. Apply the charge correction and refer the level to the bulk mean potential.
\item Calculate the valence edge of the perfect host with a method judged reliable for that host, using the same geometry and potential convention.
\item Subtract the second result from the first. Check the localization of the hole, and repeat at least one representative defect with the hybrid.
\end{enumerate}
In the example, correcting only the edge changes the PBE height to $1.154+1.642\simeq2.80$ eV. The full PBE0 result is $2.67$ eV. The shortcut errs by $0.12$ eV relative to PBE0, which is the neglected shift of the level.

The same separation shows what tuning the Fock fraction does. Between PBE and PBE0 the average slopes are $-0.123/0.25=-0.5$ eV per unit $a$ for the level and $-1.642/0.25=-6.6$ eV for the edge. A change of $0.05$ in $a$ therefore changes the height by about $0.3$ eV, nearly all through the edge. When published trap depths disagree, compare the levels on the electrostatic scale first. If they agree there, the disagreement comes from the band edge; if they do not, examine localization, geometry, charge corrections and the level's own dependence on the functional before blaming the band gap.
